# Why Silicide Formation Shifts the Mo/Si Reflectance Peak to Shorter Wavelength

**Q.** I anneal a Mo/Si mirror made for 13.5 nm. Silicide grows at the interfaces and the peak moves to shorter wavelength. What does the silicide do to the layer thicknesses?

**A.** It packs the same atoms into less volume. Take the reaction Mo + 2Si → MoSi$_2$, with molar volumes $V_M$, $V_S$ and $V_C$ for Mo, Si and the silicide. A silicide thickness $t$ holds $t/V_C$ moles of formula units per area. It has consumed a thickness $tV_M/V_C$ of Mo and $2tV_S/V_C$ of Si. The film is bonded to a thick substrate, so its area is fixed and the whole volume change appears in the thickness. If no atoms are lost, the period $L$ changes by

$$\Delta L=t-\frac{tV_M}{V_C}-\frac{2tV_S}{V_C}=-c\,t,\qquad c=\frac{V_M+2V_S-V_C}{V_C}.$$

With rough densities of 10.2, 2.33 and 6.3 g/cm³, the molar volumes are 9.407, 12.054 and 24.146 cm³/mol, so

$$c=\frac{9.407+24.108-24.146}{24.146}=0.388 .$$

Let each period be deposited as 2.90 nm Mo and 4.48 nm Si, and let its total silicide, shared equally between its two interfaces, grow from 1.2 to 1.4 nm. Then $\Delta L=-0.388\times0.2=-0.078$ nm. The period goes from 6.914 to 6.837 nm, a change of $-1.12\%$. A product with $c<0$ would lengthen the period instead.

**Q.** Bragg's law says $\lambda=2L$ at normal incidence. Is the peak shift then also $-1.12\%$?

**A.** Nearly, but the refractive index changes too, so we need the peak condition with refraction and absorption in it.

Use the time factor $e^{-i\omega t}$, so that $n=1-\delta+i\beta$ with $\beta>0$ for absorption, and set $\chi=n^2-1$. With $K=2\pi/\lambda$, the field obeys $\psi''+K^2(1+\chi)\psi=0$. Put $z=0$ at the centre of a Mo layer. The period is symmetric about it, so with $G=2\pi/L$

$$\chi(z)=\chi_0+2\chi_1\cos Gz+\dots,\qquad \chi_1=\frac1L\int_{-L/2}^{L/2}\chi\cos Gz\,dz .$$

Near the first Bragg peak two waves dominate:

$$\psi=A\,e^{i(G/2+p)z}+B\,e^{i(-G/2+p)z}.$$

Insert this, collect the two exponentials, and drop $p^2$ because $|p|\ll G$. With $D=K^2(1+\chi_0)-G^2/4$,

$$(D-Gp)A+K^2\chi_1B=0,\qquad (D+Gp)B+K^2\chi_1A=0 .$$

A non-zero solution needs $D^2-G^2p^2=K^4\chi_1^2$. Define $y=D/(K^2\chi_1)$. Since $G^2/4K^2=(\lambda/2L)^2$,

$$y=\frac{1+\chi_0-(\lambda/2L)^2}{\chi_1},\qquad \frac{Gp}{K^2\chi_1}=\pm\sqrt{y^2-1}.$$

The second equation gives the reflected amplitude

$$r=\frac BA=-\frac{1}{y\pm\sqrt{y^2-1}}=-\left(y\mp\sqrt{y^2-1}\right).$$

For a thick stack we take the sign for which the field decays inward, which gives $|r|<1$. The weak extra reflection at the vacuum surface is neglected.

**Q.** Where is the maximum of $|r|^2$?

**A.** Mo has the larger $\delta$ and the larger $\beta$, so $\mathrm{Re}\,\chi_1<0$ and $\mathrm{Im}\,\chi_1>0$. Let $u=|\mathrm{Re}\,\chi_1|$ and

$$x=\frac{1+\mathrm{Re}\,\chi_0-(\lambda/2L)^2}{u},\qquad g=\frac{\mathrm{Im}\,\chi_0}{u},\qquad \kappa=\frac{\mathrm{Im}\,\chi_1}{u}.$$

Then, to first order in the small absorption ratios $g$ and $\kappa$,

$$y=\frac{x+ig}{-1+i\kappa}\approx-x-i(g+\kappa x).$$

Write $y=\cos\varphi$. Then $r=-e^{\pm i\varphi}$ and $R=|r|^2=e^{-2|\mathrm{Im}\,\varphi|}$. A small imaginary part of $y$ gives $|\mathrm{Im}\,\varphi|=|\mathrm{Im}\,y|/|\sin\varphi|$, so inside the band, away from its edges $|x|=1$,

$$\ln R=-2F,\qquad F=\frac{g+\kappa x}{\sqrt{1-x^2}}.$$

Setting $dF/dx=0$ and multiplying by $(1-x^2)^{3/2}$ gives

$$\kappa(1-x^2)+(g+\kappa x)x=\kappa+gx=0,\qquad x=-\frac{\kappa}{g}.$$

For $g>\kappa$, $F$ grows without limit towards both edges, so this single stationary point is its minimum. There $F=(g-\kappa^2/g)/\sqrt{1-\kappa^2/g^2}=\sqrt{g^2-\kappa^2}$. Putting $x=-\kappa/g$ into the definition of $x$ gives the peak law:

$$\lambda=2Lm,\qquad m^2=1+\mathrm{Re}\,\chi_0+s,\qquad s=\frac{u\,\mathrm{Im}\,\chi_1}{\mathrm{Im}\,\chi_0},\qquad R_{\max}=e^{-2\sqrt{g^2-\kappa^2}} .$$

**Q.** What is the term $s$ physically?

**A.** It is a preference for the standing wave that avoids molybdenum. At the centre of a Mo layer near the surface the intensity is proportional to $|1+r|^2=1+|r|^2+2\,\mathrm{Re}\,r$. For $|r|$ near 1, $\mathrm{Re}\,r\approx x$, so the intensity is about $2(1+x)$, against a mean of 2. In the stack below $|r|$ is only about 0.85, and the intensity at the Mo centre is about 1.0 to 1.1 against a mean $1+|r|^2$ of 1.73; the reduction is similar in proportion. Negative $x$ lowers the intensity in the stronger absorber, and negative $x$ lies on the long-wavelength side.

For the unheated stack I use $\delta=0.0762$, $\beta=0.0064$ for Mo and $\delta=0.0010$, $\beta=0.0018$ for Si at 13.5 nm, all rough. The silicide's $\chi$ is the sum over its atoms. At the peak, $\chi_0=-0.0627+0.0073i$, $u=0.0430$ and $\kappa/g=0.342$. Hence

$$s=0.0430\times0.342=0.0147,\qquad m^2=1-0.0627+0.0147=0.9520,\qquad m=0.9757,$$

and $\lambda=2\times6.914\times0.9757=13.49$ nm. With $g=0.170$ and $\kappa=0.058$, $R_{\max}=72.7\%$.

Solving the wave equation layer by layer for 50 periods on silicon gives 13.50 nm and 72.4%. If the same mean absorption is spread evenly through the stack in that calculation, the peak falls to 13.42 nm. The offset therefore does come from uneven absorption.

**Q.** Now heat it. How does the fractional shift compare with the fractional period change?

**A.** Take the logarithm of $\lambda=2Lm$. The factor $m$ changes for two reasons: the stack changes, and the optical constants depend on the wavelength to which the peak moves. To first order,

$$\Delta\ln\lambda=\Delta\ln L+\frac{\Delta(m^2)|_\lambda}{2m^2}-q\,\Delta\ln\lambda,\qquad q=-\frac{\partial\ln m}{\partial\ln\lambda}.$$

At fixed wavelength, $L\chi_0$ is a sum of atomic polarizabilities per area. This neglects bonding and local-field effects. Because the atoms are conserved, $\chi_0\propto1/L$ and $\Delta\,\mathrm{Re}\,\chi_0=-\mathrm{Re}\,\chi_0\,\Delta\ln L$. Therefore

$$\frac{\Delta\ln\lambda}{\Delta\ln L}=E=\frac{1+a+b}{1+q},\qquad a=-\frac{\mathrm{Re}\,\chi_0}{2m^2},\qquad b=\frac{\Delta s|_\lambda}{2m^2\,\Delta\ln L}.$$

Here $a=0.0627/(2\times0.952)=0.033$: a denser stack refracts more, which shortens the peak wavelength further. The contrast term is $b=0.022$. It is positive because the growing silicide weakens the contrast between the layers, which lowers $s$ by more than the denser packing raises it. The dispersion term is $q=0.100$: as the wavelength shortens, $\delta$ decreases, $m$ rises, and part of the shift is undone. This value rests on assumed slopes of $\delta$, 0.011 per nm for Mo (a constant scattering factor) and 0.005 per nm for Si, with both $\beta$ held fixed; tabulated optical constants should replace them for a real mirror. Thus

$$E=\frac{1+0.033+0.022}{1.100}=0.96 .$$

The layer-by-layer peaks are 13.504 nm before heating and 13.358 nm after it. The shift is $-0.146$ nm, or $-1.08\%$, against $-1.12\%$ for the period, which again gives $E=0.96$. With the optical constants frozen at their 13.5 nm values, the same calculation gives 1.05. The near equality thus rests partly on cancellation between small terms.

**Q.** Is there a simple limit that shows why $E$ need not be 1?

**A.** Let absorption be uniform, so that $s=b=0$, and let the atomic scattering factors be constant. Then $\mathrm{Re}\,\chi_0=-C\lambda^2/L$ with constant $C$, and $m^2=1-C\lambda^2/L$. Differentiation gives

$$q=-\frac{1}{2m^2}\frac{\partial m^2}{\partial\ln\lambda}=\frac{C\lambda^2/L}{m^2}=2a,\qquad E=\frac{1+a}{1+2a}.$$

With $\mathrm{Re}\,\chi_0=-0.0627$, $a=0.0627/(2\times0.9373)=0.033$ and $E=0.97$. The ratio tends to 1 as refraction vanishes. In the full example silicon adds dispersion, because its L absorption edge lies nearby, at a somewhat shorter wavelength.

**Q.** How do I know that contraction is the cause, rather than the optical change from mixing Mo with Si?

**A.** Separate them in two imagined stacks, conserving the atoms in each. Stretch the heated profile back to the old period: the calculated shift from the unheated peak is only $-0.004$ nm. Compress the unheated profile to the new period, with no new silicide: the shift is $-0.141$ nm, about 97% of the total. In this model the silicide moves the peak mainly by taking up less space.

**Q.** Does the shift matter if the peak stays high?

**A.** It does if the source wavelength is fixed. In the example the peak reflectance falls only from 72.4% to 71.5%, but at the old peak wavelength the heated mirror reflects 62.0%. If the silicide grows to 1.6 nm, the period changes by $-2.24\%$ and the peak by $-2.16\%$, to 13.21 nm. The peak is still 70.4%, while reflectance at the old wavelength is 13.2%. Most of that loss is detuning.

**Q.** How close is this to a real mirror, and what could spoil the comparison?

**A.** A period near 7 nm and some 40 to 50 periods are typical of mirrors for this wavelength. The calculated 72% is somewhat high for a real mirror, since the model has no roughness, oxide or cap. Real interlayers are also unequal at the two kinds of interface. The model contains no reaction rate, so it does not say what temperature or time produces 0.2 nm of silicide.

The neglected effects have these rough sizes:

- **Incidence.** At 6° the unheated peak is at 13.43 nm, but $E$ remains 0.96. Compare peaks at the same angle.
- **Blur.** An added interface blur of 0.3 nm after heating shifts the peak by another $-0.007$ nm.
- **Silicon.** An amorphous layer of density 2.2 g/cm³ raises $c$ to 0.447, so the same silicide growth contracts the period about 15% more. Doubling the assumed slope of silicon's $\delta$, from 0.005 to 0.010 per nm, lowers $E$ to 0.92. Molybdenum's slope matters too: raising it from 0.011 to 0.017 per nm gives 0.94, and 0.91 if silicon's slope is also 0.009 per nm.
- **Another silicide.** For Mo$_5$Si$_3$, $c=0.21$ but $E=0.97$. Between these two compounds the amount of contraction differs far more than the ratio does.
- **Stress.** Take 0.4 GPa of compression, Young's modulus 250 GPa and Poisson ratio 0.25. Losing the elastic bulge alone thins the film by $2\times0.25\times0.4/250=0.08\%$. The output line labelled "compression relaxed" gives only this elastic part, not the net change. If the stress relaxes by volume-conserving flow at fixed area, that flow thickens it by $2\times0.75\times0.4/250=0.24\%$. The net $+0.16\%$ would offset about one seventh of the contraction, or some 0.02 nm of peak shift.
- **Warming in use.** For an expansion coefficient of $5\times10^{-6}$ per K, a free film would thicken by 0.025% on a rise of 50 K. If the substrate does not expand, the film's blocked sideways expansion adds a Poisson bulge. With Poisson ratio 0.25 the total is $0.025\%\times(1+2\times0.25/0.75)$, or about 0.04%. This is reversible, unlike the reaction.

If the periods react by different amounts, there is no single $L$ and the law cannot be applied to the stack as a whole. For a uniform stack like this one, the fractional peak shift matches the fractional period change to about 4% with the dispersion assumed here, and to about 10% if the optical constants vary more steeply with wavelength. This needs a silicide that contracts appreciably: if $c$ is close to zero, the optical change is no longer small beside the period change, and $E$ can move well away from 1. Turning that into a silicide thickness also requires the compound and the layer densities. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
Densities Mo, Si, MoSi2: 10.2, 2.33, 6.3 g/cm3
Molar volumes: 9.407, 12.054, 24.146 cm3/mol
Deposited Mo, Si: 2.90, 4.48 nm
Mo delta, beta at 13.5 nm: 0.0762, 0.0064
Si delta, beta at 13.5 nm: 0.001, 0.0018
Delta slopes Mo, Si: 0.0113, 0.0050 1/nm
Number of periods: 50
Silicide fresh, heated, strong: 1.2, 1.4, 1.6 nm
Contraction per silicide thickness c: 0.3880
Fresh Mo, Si left: 2.433, 3.282 nm
Heated Mo, Si left: 2.355, 3.082 nm
Period fresh, heated: 6.9144, 6.8368 nm
Period change: -0.0776 nm
Fractional period change: -1.122 %
Fresh chi0: -0.06269 +0.00729 i
Fresh chi1: -0.04299 +0.00249 i
Fresh g, k, k/g: 0.1696, 0.0580, 0.3418
Fresh offset term in m squared: 0.01470
Fresh m: 0.97571
Formula peaks fresh, heated: 13.4929, 13.3479 nm
Exact-matrix peaks fresh, heated: 13.5036, 13.3580 nm
Formula peak shift: -0.1451 nm
Exact-matrix peak shift: -0.1456 nm
Fractional peak shift: -1.079 %
Peak reflectance fresh, heated: 72.37, 71.47 %
Formula fresh peak reflectance: 72.71 %
Heated reflectance at old peak: 62.04 %
Even-absorption peak, matrix: 13.4151 nm
Even-absorption peak, formula: 13.3986 nm
Corrections a, b, q: 0.0329, 0.0216, 0.1003
E formula, matrix: 0.9584, 0.9609
E without dispersion, matrix: 1.0532
Shift, new profile at old period: -0.0044 nm
Shift, old profile at new period: -0.1413 nm
Strong anneal period change: -2.244 %
Strong anneal peak change: -2.160 %
Strong anneal peak wavelength: 13.2119 nm
Strong anneal peak reflectance: 70.44 %
Strong anneal reflectance at old peak: 13.17 %
Mo5Si3 density, c: 8.2 g/cm3, 0.2096
Mo5Si3 E formula, matrix: 0.9653, 0.9687
At 6 deg: fresh peak 13.4332 nm, E 0.9603
Added blur 0.3 nm: peak shift -0.0066 nm
Stress, Young, Poisson: 0.4 GPa, 250.0 GPa, 0.25
Thickness strain, compression relaxed: -0.080 %
Expansion coefficient, warming: 5.0e-06 1/K, 50 K
Thermal thickness strain: 0.042 %
Amorphous Si density, c: 2.2 g/cm3, 0.4470
E with doubled Si slope: 0.9160
```
